# Quiet total power, noisy modes: partition noise in multimode diode lasers

A Fabry–Perot diode laser emits in several longitudinal modes. A photodiode that collects all of the light shows a very steady power. A wavelength filter is then inserted so that one mode reaches the detector. If the whole beam is quiet, must the selected part be quiet too?

It need not be. One laser, worked through with numbers, shows how far the inference can fail, and a second laser with the same total noise but quiet modes shows that the total does not decide the matter.

## The laser and its events

Let $S_i$ be the number of photons in mode $i$, with $i=1,\dots,M$, and let $N$ be the number of carriers in the reservoir that all modes share. Five kinds of random event change these numbers:

- emission into mode $i$, at rate $g(N-hS_i)(S_i+1)$: $S_i$ rises by one, $N$ falls by one;
- absorption from mode $i$, at rate $gN_0S_i$: the reverse change;
- photon loss from mode $i$, at rate $\kappa S_i$;
- pumping, at rate $J=I/q$ for current $I$ and elementary charge $q$: $N$ rises by one;
- other recombination, at rate $N/\tau$: $N$ falls by one.

The "+1" in the emission rate is spontaneous emission. The parameter $h$ says that a mode reduces its own gain slightly more than it reduces the gain of the others. All modes are taken as equal, and the pump events as independent of each other.

The example has $M=4$, $g=5\times10^3\ \mathrm{s^{-1}}$, $N_0=10^8$, $h=2$, $1/\kappa=2$ ps, $\tau=2$ ns and $I=32$ mA, about twice the threshold current of 16 mA.

In the steady state each mode holds $s$ photons. With $e=g(N-hs)$, the emission rate per photon, the photon balance is

$$e(s+1)=(gN_0+\kappa)s. \tag{1}$$

The carriers lose $e(s+1)-gN_0s=\kappa s$ per unit time to each mode, so

$$J-\frac N\tau=\kappa Ms. \tag{2}$$

The solution is $s=4.984\times10^4$, $N=2.001\times10^8$ and $e=1.000\times10^{12}\ \mathrm{s^{-1}}$.

## Small fluctuations

Write $\delta S_i$ and $\delta N$ for small deviations from the steady state. The derivative of the net photon rate of mode $i$ with respect to $S_i$ is

$$e-gh(s+1)-gN_0-\kappa .$$

By (1), $gN_0+\kappa=e+e/s$. The large terms cancel, and the derivative is $-\Gamma$ with

$$\Gamma=\frac es+gh(s+1). \tag{3}$$

The derivative with respect to $N$ is $g(s+1)$. For the carriers, the net rate of transfer into mode $i$ has the derivative $e-gh(s+1)-gN_0=\kappa-\Gamma$ with respect to $S_i$. Defining

$$b=gM(s+1),\qquad \gamma_N=\frac1\tau+b,\qquad \delta S=\sum_i\delta S_i,$$

we obtain

$$\dot{\delta S_i}=-\Gamma\,\delta S_i+\frac bM\,\delta N+F_i, \tag{4}$$
$$\dot{\delta N}=-\gamma_N\,\delta N-(\kappa-\Gamma)\,\delta S+F_N. \tag{5}$$

The noise terms follow from the events. Independent events of rate $r$ contribute white noise of two-sided spectral density $r$, multiplied by the product of the changes they cause. Three kinds of event change $S_i$, so the density of $F_i$ is

$$e(s+1)+gN_0s+\kappa s=2e(s+1)\equiv 2D,$$

where (1) was used. Different modes have no event in common, so $F_i$ and $F_j$ are uncorrelated for $i\ne j$.

Emission and absorption change photons and carriers in opposite directions. With $W=M[e(s+1)+gN_0s]$ and $F=\sum_iF_i$, the densities are

$$\langle FF\rangle=2MD,\quad \langle FF_N\rangle=-W,\quad \langle F_NF_N\rangle=J+\frac N\tau+W. \tag{6}$$

## Noise of the total

Summing (4) over the modes gives $\dot{\delta S}=-\Gamma\delta S+b\,\delta N+F$. For a Fourier component $e^{i\omega t}$, this sum and (5) read

$$(\Gamma+i\omega)\delta S=b\,\delta N+F,\qquad (\gamma_N+i\omega)\delta N=-(\kappa-\Gamma)\delta S+F_N .$$

Multiplying the first by $\gamma_N+i\omega$ and inserting the second,

$$\delta S=\frac{(\gamma_N+i\omega)F+bF_N}{\Delta},\qquad \Delta=(\Gamma+i\omega)(\gamma_N+i\omega)+b(\kappa-\Gamma). \tag{7}$$

The relative intensity noise (RIN) is the one-sided spectral density divided by the squared mean. One-sided means twice the two-sided density. With (6),

$$\mathrm{RIN}_{tot}=\frac{2}{(Ms)^2}\,\frac{2MD(\gamma_N^2+\omega^2)-2\gamma_NbW+b^2(J+N/\tau+W)}{|\Delta|^2}. \tag{8}$$

Here $b=9.97\times10^8\ \mathrm{s^{-1}}$ and $\gamma_N=1.497\times10^9\ \mathrm{s^{-1}}$. At 10 MHz the three terms of the numerator are $8.95$, $-8.92$ and $5.95$, in units of $10^{35}\ \mathrm{s^{-3}}$, with sum $5.98$. The denominator is $|\Delta|^2=(4.99\times10^{20})^2\ \mathrm{s^{-4}}$. Hence

$$\mathrm{RIN}_{tot}=\frac{2}{(1.994\times10^5)^2}\cdot\frac{5.98\times10^{35}}{2.49\times10^{41}}\ \mathrm{s}=1.21\times10^{-16}\ \mathrm{Hz^{-1}},$$

or $-159.2$ dB/Hz. This is the quiet beam.

## Noise of one mode

Separate from each mode its equal share of the total fluctuation:

$$d_i=\delta S_i-\frac{\delta S}{M},\qquad \sum_id_i=0.$$

Subtracting $1/M$ of the summed equation from (4) removes the carriers, because $\delta N$ drives every mode equally:

$$\dot d_i=-\Gamma d_i+F_i-\frac FM. \tag{9}$$

The carriers correct an error in the number of photons, but they do not respond to an error in how those photons are divided.

The noise in (9) has the density $2D(1-2/M+1/M)=2D(1-1/M)$. It is uncorrelated with $F$, since $2D-2MD/M=0$, and with $F_N$, since $-W/M+W/M=0$. Therefore $d_i$ is uncorrelated with $\delta S$, and their spectra add. The one-sided spectrum of $d_i/s$ is

$$\frac{4D(1-1/M)}{s^2(\Gamma^2+\omega^2)}=(M-1)\,a(\omega),\qquad a=\frac{A}{\Gamma^2+\omega^2},\qquad A=\frac{4e(s+1)}{Ms^2}. \tag{10}$$

The share $\delta S/M$ contributes $\mathrm{RIN}_{tot}$ when divided by $s$. Thus

$$\mathrm{RIN}_{1}=\mathrm{RIN}_{tot}+(M-1)a. \tag{11}$$

For the example, (3) gives

$$\Gamma=(0.20+4.98)\times10^8\ \mathrm{s^{-1}}=5.18\times10^8\ \mathrm{s^{-1}},$$

which corresponds to a corner frequency $\Gamma/2\pi$ of 82.5 MHz. With $A=2.006\times10^7\ \mathrm{s^{-1}}$ and $\omega=6.28\times10^7\ \mathrm{s^{-1}}$,

$$3a=\frac{3\times2.006\times10^7}{(5.18\times10^8)^2+(6.28\times10^7)^2}\ \mathrm{s}=2.21\times10^{-10}\ \mathrm{Hz^{-1}}.$$

One mode has a RIN of $-96.6$ dB/Hz, which is 62.6 dB above the total. In this linear theory, the total power fluctuates by 0.0115 % rms between 0 and 100 MHz, and the power of one mode by 12.8 % rms.

The low-frequency response times explain most of the gap. A noise force $F$ on the total produces a response $\gamma_N/\Delta\approx3$ ps times the force. For the partition, the corresponding factor is $1/\Gamma\approx1.9$ ns.

## A second laser with the same total

Now give each mode its own reservoir, with a quarter of the carriers, of the transparency number $N_0$ and of the pump. Replace $g$ by $4g$ and $h$ by $h/4$. Then $e$, $s$ and $\Gamma$ are unchanged, and so is the rate of every photon event. Each mode obeys

$$\dot{\delta S_i}=-\Gamma\delta S_i+b\,\delta N_i+F_i,\qquad \dot{\delta N_i}=-\gamma_N\delta N_i-(\kappa-\Gamma)\delta S_i+F_{N,i}.$$

Summed over $i$, these are the equations for $\delta S$ and $\delta N=\sum_i\delta N_i$ found above, with the same noise densities. The total RIN is therefore identical to (8).

The modes are now independent, however, so each has a RIN of $M\,\mathrm{RIN}_{tot}$, which is $-153.2$ dB/Hz at 10 MHz. The two lasers agree in total noise and differ by 56.6 dB in the noise of one mode. A measurement of the total RIN alone cannot tell them apart. The comparison also identifies the cause of the excess: within this model, it is the sharing of the carriers.

## The general statement

A filter transmits the fraction $T_i$ of mode $i$. Let $\bar T$ and $\overline{T^2}$ be averages over the $M$ equal modes, with $\bar T>0$.

**Statement.** For small fluctuations in the laser with shared carriers,

$$\mathrm{RIN}_f(\omega)=\mathrm{RIN}_{tot}(\omega)+v\,\frac{A}{\Gamma^2+\omega^2},\qquad v=\frac{\overline{T^2}-\bar T^2}{\bar T^2}. \tag{12}$$

**Proof.** The fluctuation of the filtered photon number is

$$\sum_iT_i\,\delta S_i=\sum_iT_i\left(\frac{\delta S}{M}+d_i\right)=\bar T\,\delta S+\sum_iT_id_i .$$

The two parts are uncorrelated, as shown below (9). The noise forces of the $d_i$ have the cross-densities

$$\left\langle\left(F_i-\tfrac FM\right)\left(F_j-\tfrac FM\right)\right\rangle=2D\left(\delta_{ij}-\tfrac1M\right),$$

because each of the two cross terms contributes $-2D/M$ and the last term contributes $2MD/M^2=2D/M$. All $d_i$ have the same damping. The one-sided spectrum of the second part is therefore

$$\frac{4D}{\Gamma^2+\omega^2}\sum_{ij}T_iT_j\left(\delta_{ij}-\tfrac1M\right)=\frac{4D}{\Gamma^2+\omega^2}\,M\left(\overline{T^2}-\bar T^2\right).$$

Dividing by the squared mean $(M\bar Ts)^2$ gives $v\cdot4D/(Ms^2)=vA$ in the numerator. The first part, divided by the same mean, gives $\delta S/(Ms)$ and hence $\mathrm{RIN}_{tot}$. This proves (12).

A neutral attenuator has $v=0$ and reveals no partition noise. A filter that passes one mode has $\bar T=\overline{T^2}=1/M$, so $v=M-1$, which returns (11).

Weak filtering matters too. Take $T=(1.00,\,0.98,\,0.96,\,0.94)$. The mean is $0.97$ and the variance is $5\times10^{-4}$, so $v=5.31\times10^{-4}$. At 10 MHz the filtered RIN is $-134.1$ dB/Hz, which is 25 dB above the total. The noise has already doubled when $v=\mathrm{RIN}_{tot}/a$, that is, at a relative rms spread $\sqrt v$ of 0.13 %. For this laser and frequency, an optical path must be flatter than that across the modes if partition noise is to stay below the total noise.

Part of the result needs no laser model. Let $C$ be the cross-spectral matrix of the modes and $u=(1,\dots,1)$. The total spectrum is $u^TCu$, and for real transmissions the filtered one is $T^TCT$. Add to the modes any fluctuations whose sum is zero at each instant and which are uncorrelated with the existing ones. The total spectrum stays the same, while the spectrum of one mode can grow without limit as far as this algebra is concerned. What the laser dynamics supply is the size of these fluctuations.

## What anticorrelation means with several modes

Setting $t=\mathrm{RIN}_{tot}$, the spectra relative to $s^2$ are $t+(M-1)a$ for one mode and $t-a$ between two different modes. The correlation coefficient of two modes at a given frequency is

$$\rho_{12}=\frac{t-a}{t+(M-1)a}. \tag{13}$$

When $t\ll a$ this tends to $-1/(M-1)$. The example gives $-0.333$ at 10 MHz, so two single modes are only moderately anticorrelated.

Strong anticorrelation appears between one mode and the sum of all others. Their cross-spectrum is $(M-1)(t-a)$. The spectrum of the sum of the others is

$$(M-1)[t+(M-1)a]+(M-1)(M-2)(t-a)=(M-1)[(M-1)t+a].$$

For $t\to0$ the coefficient is

$$\rho_{1,\mathrm{rest}}\to\frac{-(M-1)a}{\sqrt{(M-1)a\cdot(M-1)a}}=-1 .$$

In the example it differs from $-1$ by $4.4\times10^{-6}$. A measured coefficient near $-1/3$ between two of four modes is thus compatible with almost complete cancellation in the total.

## Where the cancellation ends

The cancellation depends on frequency. The real part of $\Delta$ vanishes at

$$\omega_r^2=b(\kappa-\Gamma)+\Gamma\gamma_N,\qquad \frac{\omega_r}{2\pi}=3.55\ \mathrm{GHz},$$

the relaxation resonance, at which photons and carriers exchange energy with little damping. The total RIN rises there to $-113.0$ dB/Hz. Because the carriers drive all modes together, $t\gg a$, and two modes have a correlation of $+0.97$. Partition noise of one mode and total noise are equal at 2.84 GHz and again at 5.45 GHz. Between these frequencies, a single mode is noisy mainly because the whole laser is.

Far above the resonance, $|\Delta|^2\to\omega^4$, and the first term of the numerator in (8) dominates. Then

$$t\to\frac{2}{(Ms)^2}\cdot\frac{2MD}{\omega^2}=\frac{A}{\omega^2},\qquad a\to\frac{A}{\omega^2}.$$

By (13) the correlation vanishes: the carriers are too slow to link the modes. The near cancellation thus belongs to frequencies well below the resonance.

## Where the linear theory ends

The partition variance of one mode over all frequencies is

$$\int_0^\infty\frac{(M-1)A}{\Gamma^2+(2\pi f)^2}\,df=\frac{(M-1)A}{4\Gamma}. \tag{14}$$

In the example it is $3\times2.006\times10^7/(4\times5.18\times10^8)=0.029$, an rms fluctuation of 17 %.

Without excess self-saturation, $h=0$ and $\Gamma=e/s$. Since $A\approx4e/(Ms)$ for $s\gg1$, (14) would give $(M-1)/M$, a fluctuation almost as large as the mean. The assumption of small fluctuations then fails. Equation (12) no longer gives reliable numbers, although (9) still shows that the division of photons is only weakly restored.

At 17 % the linear theory can be compared with a simulation of the nonlinear rate equations with Gaussian event noise. It used 240 runs, each with three 20 ns records, and spectral bins from 100 to 250 MHz. The ratio of simulated to linear noise was 1.02 for one mode and 1.01 for the total. For a laser with ten times as many particles the ratios were 1.00 and 0.96. The sampling scatter is estimated at about 3 %, so no nonlinear correction is resolved in this band. At lower frequencies the correction is larger: at 10 MHz the noise of one mode lies about 11 %, or 0.5 dB, above the linear value.

## Beside a real device

The parameters are rough typical values for a diode laser near 1310 nm with a 300 µm cavity. If half of the photon loss leaves through the facets, the output is 7.6 mW from both together. The exception is $h$, a round number chosen so that about four modes lase; it is not derived from a microscopic mechanism. The single-mode noise depends on it strongly: halving $h$ at fixed $s$ lowers $\Gamma$ to $2.7\times10^8\ \mathrm{s^{-1}}$ and raises $A/\Gamma^2$ by a factor of 3.7. The value of $-97$ dB/Hz therefore belongs to this choice of $h$ and is not a prediction for a given device. The sign of $h$ matters too. If a mode reduced the gain of the others clearly more than its own, $\Gamma$ would be negative. The state of equal modes would then be unstable, and one mode would take most of the power.

Real modes do not have equal gain. With eight modes spaced by 0.77 nm, placed symmetrically about the gain peak, and a relative gain drop of $(\text{detuning}/40\ \mathrm{nm})^2$, the four inner modes carry 15, 33, 33 and 15 % of the power. At the same current, the linear theory then gives $-99.5$ dB/Hz at 10 MHz for the strongest mode and $-159.1$ dB/Hz for the total. The weaker modes fluctuate strongly, so these linear values are approximate: near 10 MHz, nonlinear effects raise the noise of the strongest modes by about 0.4 dB and that of the 15 % modes by about 1.4 dB. The gap shrinks by about 3 dB and remains close to 60 dB.

A gain compression common to all modes, equal to 1 % of the net gain $\kappa$ at the operating point, lowers the resonance peak of the total from $-113.0$ to $-123.8$ dB/Hz and the correlation of two modes there from 0.97 to 0.70, but changes the values at 10 MHz by no more than about 0.1 dB.

The formulas describe photons inside the cavity, weighted by the filter transmissions. A filter or attenuator also removes photons at random, which adds counting noise that (12) omits. This is negligible beside the partition noise of one mode at 10 MHz, but it raises the RIN of the whole beam behind a neutral attenuator, by about 1.5 dB at half transmission, relative to counting all photons from both facets, and by more at lower transmission. Counting all photons that leave through the facets gives a total of $-160.0$ dB/Hz, slightly less than inside. Independent counting noise could only raise the value. The decrease arises because each exit adds a count and removes a photon from the cavity, which makes the two contributions anticorrelated. The single-mode value is unchanged at $-96.6$ dB/Hz.

Current noise beyond that of the independent pump events, optical feedback and unequal saturation between particular pairs of modes are left out. The first adds to the total as well as to the modes. Optical feedback can do the same, and it can also change how power is divided, as can unequal saturation. A high-impedance current source can also make the pump more regular than independent events. A pump without any noise would lower the total at 10 MHz by 1.8 dB inside the cavity and by 2.2 dB in the counted output. The numerical output lists the main values, and most of the others follow from them and the formulas above. The nonlinear corrections at 10 MHz and the correlation under gain compression do not; they require the full rate equations.

## Computed values

```
modes M: 4
gain rate per carrier g: 5e+03 1/s
transparency carriers N0: 1e+08
photon lifetime: 2.00 ps
carrier lifetime: 2.00 ns
excess self-saturation h: 2.00 carriers/photon
drive current: 32.0 mA
threshold current: 16.02 mA
wavelength: 1310 nm
facet share of loss: 0.50
output power, both facets: 7.56 mW
carriers N: 2.00096e+08
photons per mode s: 4.9840e+04
emission rate per photon e: 9.9998e+11 1/s
spontaneous part of Gamma, e/s: 2.006e+07 1/s
partition damping Gamma: 5.1848e+08 1/s
partition corner frequency: 82.5 MHz
carrier coupling b: 9.9682e+08 1/s
carrier damping gamma_N: 1.4968e+09 1/s
coefficient A: 2.0064e+07 1/s
analysis frequency: 10 MHz
total RIN: 1.209e-16 1/Hz = -159.2 dB/Hz
one-mode RIN: 2.207e-10 1/Hz = -96.6 dB/Hz
one-mode minus total: 62.6 dB
total if modes independent: -102.6 dB/Hz
one mode, own carriers: -153.2 dB/Hz
sloped filter T: 1.00 0.98 0.96 0.94
sloped filter contrast v: 5.314e-04
sloped filter RIN: -134.1 dB/Hz
rms T spread doubling noise: 0.128 %
total rms, 0-100 MHz: 0.0115 %
one-mode rms, 0-100 MHz: 12.76 %
partition rms, all frequencies: 17.04 %
low-f correlation, two modes: -0.3333
low-f correlation, mode and rest: -0.9999956
relaxation resonance: 3.554 GHz
total RIN at its peak: -113.0 dB/Hz
resonance correlation, two modes: 0.968
resonance correlation, mode and rest: 0.979
correlation at 30x resonance, two modes: 0.0006
partition = total noise at: 2.838 GHz
cavity length: 300 um, group index: 3.7
mode spacing: 0.773 nm
gain curvature width: 40 nm
8-mode power shares: 0.3 1.0 15.4 33.3 33.3 15.4 1.0 0.3 %
8-mode model, strongest mode: -99.5 dB/Hz
8-mode model, total: -159.1 dB/Hz
1% gain compression, total peak: -123.8 dB/Hz
1% gain compression, total low f: -159.2 dB/Hz
1% gain compression, mode low f: -96.5 dB/Hz
with photon counting, total: -160.0 dB/Hz
with photon counting, one mode: -96.6 dB/Hz
simulation/theory, mode: 1.017
simulation/theory, total: 1.014
simulation/theory, 10x laser, mode: 0.997
simulation/theory, 10x laser, total: 0.956
```
